# Bake acceleration of charge loss in a charge-trap memory cell: verification in Python

```python
"""
Result under test: if retained charge q obeys dq/dt = -r(T) f(q), with
r(T) = nu exp(-Ea/kT), the times to equal loss at T1 < T2 have the ratio
A = exp[(Ea/k)(1/T1 - 1/T2)], about 76,000 for Ea = 1.1 eV, 85 C and 250 C.
q: retained fraction of the stored charge; nu: constant prefactor;
f: temperature-independent loss law; k: Boltzmann constant (eV/K here).
Also tested: barrier lowering by the stored charge, the T^2 prefactor of
emission into a parabolic band, and a uniform spread of trap depths.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq

k_ev = const.k / const.e
T_use = const.zero_Celsius + 85.0
T_bake = const.zero_Celsius + 250.0
E_act = 1.1
beta_diff = 1 / (k_ev * T_use) - 1 / (k_ev * T_bake)


def acceleration(energy):
    return np.exp(energy * beta_diff)


A = acceleration(E_act)
assert abs(A / 76000 - 1) < 0.01

# Model cell: first-order decay, 10 percent lost in ten years at 85 C.
hour = 3600.0
ten_years = 10 * const.Julian_year
q_end = 0.9
rate_use = -np.log(q_end) / ten_years
nu_apparent = rate_use * np.exp(E_act / (k_ev * T_use))


def arrhenius_rate(T):
    return nu_apparent * np.exp(-E_act / (k_ev * T))


def time_to_loss(loss_law, T):
    """Integrate the rate equation until q falls to q_end."""
    r = arrhenius_rate(T)

    def reached(t, q):
        return q[0] - q_end
    reached.terminal = True
    sol = solve_ivp(lambda t, q: [-r * loss_law(q[0])], (0, 1 / r), [1.0],
                    method="DOP853", rtol=1e-11, atol=1e-13, events=reached)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0]


def first_order(q):
    return q


def self_enhanced(q):
    return q * np.exp(3 * (q - 1))


ode_ratios = []
for law in (first_order, self_enhanced):
    t_use, t_bake = time_to_loss(law, T_use), time_to_loss(law, T_bake)
    integral = quad(lambda q: 1 / law(q), q_end, 1)[0]
    assert abs(arrhenius_rate(T_use) * t_use / integral - 1) < 1e-7
    assert abs(t_use / t_bake / A - 1) < 1e-7
    ode_ratios.append(t_use / t_bake)
bake_time = time_to_loss(first_order, T_bake)

# Equal times: the ratio of charges lost is not the ratio of rates.
t_equal = 100 * hour
loss_use = -np.expm1(-arrhenius_rate(T_use) * t_equal)
loss_bake = -np.expm1(-arrhenius_rate(T_bake) * t_equal)
assert loss_bake / loss_use < 0.5 * A

# Barrier lowered in proportion to the charge still stored.
lowering = 0.1


def time_lowered(T):
    def inverse_speed(q):
        barrier = E_act - lowering * q
        return np.exp(barrier / (k_ev * T)) / (nu_apparent * q)
    return quad(inverse_speed, q_end, 1)[0]


ratio_lowered = time_lowered(T_use) / time_lowered(T_bake)
assert acceleration(E_act - lowering) < ratio_lowered
assert ratio_lowered < acceleration(E_act - lowering * q_end)

# Emission into a parabolic band, from velocity and density of states.
sigma = 1e-19          # m^2, equal to 1e-15 cm^2
trap_degeneracy = 2
mass, hbar = const.m_e, const.hbar


def band_prefactor(T):
    kT = const.k * T

    def integrand(x):
        energy = x * kT
        velocity = np.sqrt(2 * energy / mass)
        dos = (2 * mass / hbar**2)**1.5 * np.sqrt(energy) / (2 * np.pi**2)
        return velocity * dos * np.exp(-x) * kT
    return sigma / trap_degeneracy * quad(integrand, 0, 60)[0]


def band_emission(depth, T):
    return band_prefactor(T) * np.exp(-depth / (k_ev * T))


for T in (T_use, T_bake):
    closed = (2 * mass * sigma * (const.k * T)**2
              / (trap_degeneracy * np.pi**2 * hbar**3))
    assert abs(band_prefactor(T) / closed - 1) < 1e-7
ratio_depth = band_emission(E_act, T_bake) / band_emission(E_act, T_use)
assert abs(ratio_depth / (A * (T_bake / T_use)**2) - 1) < 1e-7
shift = 2 * k_ev * np.log(T_bake / T_use) / (1 / T_use - 1 / T_bake)
depth = E_act - shift
ratio_shifted = band_emission(depth, T_bake) / band_emission(depth, T_use)
assert abs(ratio_shifted / A - 1) < 1e-7

# Uniform distribution of trap depths with a common attempt frequency.
E_min, E_max, nu_trap = 0.8, 2.0, 1e13
depths = np.linspace(E_min, E_max, 6001)


def retained(log_time, T):
    rates = nu_trap * np.exp(-depths / (k_ev * T))
    survival = np.exp(-rates * np.exp(log_time))
    return simpson(survival, x=depths) / (E_max - E_min)


def log_time_at_loss(loss, T):
    return brentq(lambda s: retained(s, T) - (1 - loss), -30, 40, xtol=1e-12)


spread = []
for front in (1.1, 1.4):
    loss = (front - E_min) / (E_max - E_min)
    s_use = log_time_at_loss(loss, T_use)
    s_bake = log_time_at_loss(loss, T_bake)
    for s, T in ((s_use, T_use), (s_bake, T_bake)):
        predicted = front / (k_ev * T) - np.euler_gamma - np.log(nu_trap)
        assert abs(s - predicted) < 1e-5
    ratio = np.exp(s_use - s_bake)
    assert abs(ratio / acceleration(front) - 1) < 1e-5
    spread.append((front, loss, np.exp(s_use), ratio))
front_ten = k_ev * T_use * (np.log(nu_trap * ten_years) + np.euler_gamma)
loss_ten = 1 - retained(np.log(ten_years), T_use)
assert abs(loss_ten - (front_ten - E_min) / (E_max - E_min)) < 1e-6

print(f"Boltzmann constant: {k_ev:.6e} eV/K")
print(f"Use temperature: {T_use:.2f} K")
print(f"Bake temperature: {T_bake:.2f} K")
print(f"Activation energy: {E_act:.2f} eV")
print(f"kT at 85 C: {k_ev * T_use:.6f} eV")
print(f"kT at 250 C: {k_ev * T_bake:.6f} eV")
print(f"1/T1 - 1/T2: {1 / T_use - 1 / T_bake:.6e} 1/K")
print(f"1/kT1 - 1/kT2: {beta_diff:.4f} 1/eV")
print(f"Exponent ln A: {E_act * beta_diff:.4f} (no unit)")
print(f"Acceleration factor A: {A:.0f} (no unit)")
print(f"A for 1.0 eV: {acceleration(1.0):.0f} (no unit)")
print(f"A for 1.2 eV: {acceleration(1.2):.0f} (no unit)")
print(f"Factor in A per 0.1 eV: {acceleration(0.1):.3f} (no unit)")
print(f"Time ratio, integrated first-order law: {ode_ratios[0]:.0f}")
print(f"Time ratio, integrated self-enhanced law: {ode_ratios[1]:.0f}")
print(f"Loss criterion of model cell: {100 * (1 - q_end):.1f} percent")
print(f"Ten years: {ten_years / hour:.0f} h")
print(f"Equivalent bake at 250 C: {bake_time / hour:.4f} h")
print(f"Equivalent bake at 250 C: {bake_time / 60:.1f} min")
print(f"First-order rate at 85 C: {rate_use:.4e} 1/s")
print(f"First-order rate at 250 C: {arrhenius_rate(T_bake):.4e} 1/s")
print(f"Apparent prefactor nu: {nu_apparent:.3e} 1/s")
print(f"Loss after 100 h at 85 C: {100 * loss_use:.5f} percent")
print(f"Loss after 100 h at 250 C: {100 * loss_bake:.3f} percent")
print(f"Ratio of these losses: {loss_bake / loss_use:.0f} (no unit)")
print(f"Barrier lowering at full charge: {lowering:.2f} eV")
print(f"Time ratio with barrier lowering: {ratio_lowered:.0f} (no unit)")
print(f"Capture cross section: {sigma * 1e4:.1e} cm^2")
print(f"Band-emission prefactor at 85 C: {band_prefactor(T_use):.3e} 1/s")
print(f"Band-emission prefactor at 250 C: {band_prefactor(T_bake):.3e} 1/s")
print(f"(T2/T1)^2: {(T_bake / T_use)**2:.4f} (no unit)")
print(f"Emission ratio if depth is 1.1 eV: {ratio_depth:.0f} (no unit)")
print(f"Apparent energy minus depth: {shift:.4f} eV")
print(f"Depth with apparent energy 1.1 eV: {depth:.4f} eV")
print(f"Emission ratio at that depth: {ratio_shifted:.0f} (no unit)")
print(f"Trap distribution: {E_min:.1f} to {E_max:.1f} eV")
print(f"Attempt frequency of distributed traps: {nu_trap:.1e} 1/s")
for front, loss, t_85, ratio in spread:
    print(f"Front {front:.1f} eV: loss {100 * loss:.1f} percent")
    print(f"  time to this loss at 85 C: {t_85:.4e} s")
    print(f"  time ratio 85 C to 250 C: {ratio:.0f} (no unit)")
print(f"Front after ten years at 85 C: {front_ten:.4f} eV")
print(f"Loss after ten years at 85 C: {100 * loss_ten:.2f} percent")
print("success")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
Use temperature: 358.15 K
Bake temperature: 523.15 K
Activation energy: 1.10 eV
kT at 85 C: 0.030863 eV
kT at 250 C: 0.045082 eV
1/T1 - 1/T2: 8.806285e-04 1/K
1/kT1 - 1/kT2: 10.2193 1/eV
Exponent ln A: 11.2412 (no unit)
Acceleration factor A: 76206 (no unit)
A for 1.0 eV: 27427 (no unit)
A for 1.2 eV: 211742 (no unit)
Factor in A per 0.1 eV: 2.779 (no unit)
Time ratio, integrated first-order law: 76206
Time ratio, integrated self-enhanced law: 76206
Loss criterion of model cell: 10.0 percent
Ten years: 87660 h
Equivalent bake at 250 C: 1.1503 h
Equivalent bake at 250 C: 69.0 min
First-order rate at 85 C: 3.3387e-10 1/s
First-order rate at 250 C: 2.5443e-05 1/s
Apparent prefactor nu: 1.006e+06 1/s
Loss after 100 h at 85 C: 0.01202 percent
Loss after 100 h at 250 C: 99.989 percent
Ratio of these losses: 8320 (no unit)
Barrier lowering at full charge: 0.10 eV
Time ratio with barrier lowering: 28957 (no unit)
Capture cross section: 1.0e-15 cm^2
Band-emission prefactor at 85 C: 1.924e+11 1/s
Band-emission prefactor at 250 C: 4.106e+11 1/s
(T2/T1)^2: 2.1336 (no unit)
Emission ratio if depth is 1.1 eV: 162597 (no unit)
Apparent energy minus depth: 0.0742 eV
Depth with apparent energy 1.1 eV: 1.0258 eV
Emission ratio at that depth: 76206 (no unit)
Trap distribution: 0.8 to 2.0 eV
Attempt frequency of distributed traps: 1.0e+13 1/s
Front 1.1 eV: loss 25.0 percent
  time to this loss at 85 C: 1.6912e+02 s
  time ratio 85 C to 250 C: 76206 (no unit)
Front 1.4 eV: loss 50.0 percent
  time to this loss at 85 C: 2.8164e+06 s
  time ratio 85 C to 250 C: 1634712 (no unit)
Front after ten years at 85 C: 1.5456 eV
Loss after ten years at 85 C: 62.14 percent
success
```
